# The CABS Singles Correction as Second-Order Hartree-Fock Orbital Relaxation

## Definitions and conventions

Consider a molecule with \(2n\) electrons in a closed-shell Hartree-Fock determinant with real orbitals. The determinant has been converged in a finite **orbital basis**. Its occupied orbitals are labelled \(i,j\) and its virtual orbitals \(a,b\). Atomic units are used in the algebra.

A second, auxiliary set of functions \(\chi_\mu\) enlarges the space. Removing from each function its part in the orbital basis leaves
\[
r_\mu=\chi_\mu-\sum_p\phi_p\langle\phi_p|\chi_\mu\rangle ,
\]
where \(p\) runs over all occupied and virtual orbitals. The overlap matrix of the \(r_\mu\) is diagonalized, eigenvectors with nearly zero eigenvalue are discarded, and the others are divided by the square root of their eigenvalue. The resulting orthonormal orbitals \(x,y\) form the complementary auxiliary basis set, CABS. Together with the orbital basis they span the **united space**. The labels \(A,B\) run over virtual and CABS orbitals together.

Let \(D\) be the projector onto the occupied orbitals, so that \(D^2=D\) and \(\mathrm{Tr}\,D=n\). With the one-electron matrix \(h\) and the nuclear repulsion \(E_{\rm nuc}\), the energy is
\[
E(D)=E_{\rm nuc}+2\,\mathrm{Tr}\,hD+\mathrm{Tr}\,D\,G[D],
\]
\[
G[D]_{pq}=\sum_{rs}D_{rs}\,[\,2(pq|rs)-(pr|qs)\,],
\]
where the indices now run over the united space. The Fock matrix of the converged density is \(F=h+G[D]\), with elements \(f_{pq}\). An element between a CABS and an occupied orbital is
\[
f_{xi}=h_{xi}+\sum_j[\,2(xi|jj)-(xj|ij)\,].
\]
It contains ordinary two-electron integrals, so no resolution of the identity has to be inserted. Here the CABS serves as room for the orbitals to relax into.

Canonical orbitals diagonalize \(F\) within the orbital basis:
\[
f_{ij}=\varepsilon_i\delta_{ij},\qquad f_{ab}=\varepsilon_a\delta_{ab},\qquad f_{ia}=0 .
\]
The last equation is the Brillouin condition. Convergence in the orbital basis says nothing about \(f_{ix}\) or \(f_{ax}\), and both are in general nonzero. The virtual orbitals are therefore noncanonical with respect to the united space.

For arrays with one index \(A\) and one index \(i\), write
\[
\kappa\cdot\lambda=\sum_{Ai}\kappa_{Ai}\lambda_{Ai},\qquad
(\Delta\kappa)_{Ai}=\sum_B f_{AB}\kappa_{Bi}-\varepsilon_i\kappa_{Ai}.
\]
The symbol \(f\) without indices denotes the array \(f_{Ai}\), and \(F_{vv}\) the whole matrix \(f_{AB}\).

## Theorem

Assume that every eigenvalue of \(F_{vv}\) lies above the highest occupied level. Then:

1. With the Fock matrix held fixed, second-order relaxation of the occupied orbitals into the united space changes the energy by
\[
E_2=2\sum_{Ai}f_{iA}t_{Ai},\qquad \Delta t=-f. \tag{1}
\]
2. \(E_2\le 0\), with equality only if all \(f_{ix}\) vanish.
3. Including the coupling \(f_{ax}\) makes \(E_2\) lower than, or equal to, its value without the coupling.
4. If some \(f_{ix}\ne0\), the Hartree-Fock minimum in the united space lies strictly below the energy \(E_{\rm HF}\) of the orbital basis.

Parts 2 and 4 are different statements. The sum \(E_{\rm HF}+E_2\) is an estimate of the united-space energy and not an upper bound in general. For the fluoride anion with STO-3G as orbital basis and aug-cc-pVDZ as auxiliary set the assumption holds, yet \(E_2=-61.4\) eV overshoots the true change of \(-49.4\) eV.

## Lemma 1: energy change for a change of density

For symmetric \(\delta\),
\[
E(D+\delta)-E(D)=2\,\mathrm{Tr}\,F\delta+\mathrm{Tr}\,\delta\,G[\delta]. \tag{2}
\]

*Proof.* \(G\) is linear, so the difference is
\[
2\,\mathrm{Tr}\,h\delta+\mathrm{Tr}\,D\,G[\delta]+\mathrm{Tr}\,\delta\,G[D]+\mathrm{Tr}\,\delta\,G[\delta].
\]
The two middle terms are equal. To see this, exchange the names \(p\leftrightarrow r\) and \(q\leftrightarrow s\) in the double sum and use \((rs|pq)=(pq|rs)\) and \((rp|sq)=(pr|qs)\). Together they give \(2\,\mathrm{Tr}\,\delta\,G[D]\), which combines with \(2\,\mathrm{Tr}\,h\delta\) to \(2\,\mathrm{Tr}\,F\delta\). ∎

## Lemma 2: energy of mixed orbitals

Replace each occupied orbital by \(\phi_i+\sum_A\kappa_{Ai}\phi_A\) and orthonormalize. Then
\[
\Delta E=4f\cdot\kappa+2\kappa\cdot\Delta\kappa+\mathrm{Tr}\,\delta_1G[\delta_1]+O(\kappa^3), \tag{3}
\]
where \(\delta_1\) has elements \((\delta_1)_{Ai}=(\delta_1)_{iA}=\kappa_{Ai}\) and no others.

*Proof.* The mixed orbitals have the overlap matrix \(1+\kappa^T\kappa\). The projector onto their span is
\[
D'=\begin{pmatrix}1\\ \kappa\end{pmatrix}(1+\kappa^T\kappa)^{-1}\begin{pmatrix}1&\kappa^T\end{pmatrix},
\]
with the occupied block first. Since \((1+\kappa^T\kappa)^{-1}=1-\kappa^T\kappa+O(\kappa^4)\), the change \(D'-D\) has, to second order, the occupied block \(-\kappa^T\kappa\), the mixed blocks \(\kappa\) and \(\kappa^T\), and the block \(\kappa\kappa^T\) in the space of \(A,B\).

Insert this into equation (2). The two mixed blocks contribute equally to \(2\,\mathrm{Tr}\,F\delta\), giving \(4f\cdot\kappa\). The diagonal blocks give
\[
2\sum_{ABi}f_{AB}\kappa_{Ai}\kappa_{Bi}-2\sum_{Ai}\varepsilon_i\kappa_{Ai}^2=2\kappa\cdot\Delta\kappa .
\]
In \(\mathrm{Tr}\,\delta\,G[\delta]\) the second-order part comes from \(\delta_1\) alone. ∎

The slope \(4f_{iA}\) also explains the Brillouin condition: a determinant that is stationary against mixing with \(a\) has \(f_{ia}=0\). Mixing with \(x\) was not available during convergence, so a slope can remain in those directions. It vanishes for CABS orbitals whose symmetry matches no occupied orbital.

## Proof of the theorem

**Part 1.** Holding the Fock matrix fixed means dropping the term with \(G[\delta_1]\), which describes the response of the mean field to the moving orbitals. What remains is
\[
Q(\kappa)=4f\cdot\kappa+2\kappa\cdot\Delta\kappa .
\]
Set \(\kappa=t+\eta\). Because \(\Delta\) is symmetric,
\[
Q(t+\eta)=Q(t)+4(f+\Delta t)\cdot\eta+2\eta\cdot\Delta\eta .
\]
The linear term vanishes when \(\Delta t=-f\). Under the assumption, \(\Delta\) is positive definite, because for each \(i\) it is the matrix \(F_{vv}-\varepsilon_i\). The last term is then positive for \(\eta\neq0\), and \(t\) is the minimum. Its value is \(Q(t)=4f\cdot t-2t\cdot f=2f\cdot t\), which is equation (1).

**Part 2.** Let \(f_i\) be the column of elements \(f_{Ai}\). Solving for \(t\) gives
\[
E_2=-2\sum_i f_i^T(F_{vv}-\varepsilon_i)^{-1}f_i .
\]
The inverse of a positive definite matrix is positive definite, so each term is negative unless \(f_i=0\). Since \(f_{ia}=0\) already, \(f_i=0\) means that all \(f_{ix}\) vanish for that \(i\).

**Part 3.** Written out separately for virtual and CABS orbitals, \(\Delta t=-f\) reads
\[
(\varepsilon_a-\varepsilon_i)t_{ai}+\sum_x f_{ax}t_{xi}=0,
\]
\[
\sum_y(f_{xy}-\varepsilon_i\delta_{xy})t_{yi}+\sum_a f_{xa}t_{ai}=-f_{xi}.
\]
The first line gives
\[
t_{ai}=-\frac{\sum_x f_{ax}t_{xi}}{\varepsilon_a-\varepsilon_i}. \tag{4}
\]
Virtual orbitals thus take part although \(f_{ia}=0\): the occupied orbital reaches them through the CABS. Substitution into the second line leaves equations in the CABS alone,
\[
\sum_y\Big[f_{xy}-\varepsilon_i\delta_{xy}-\sum_a\frac{f_{xa}f_{ay}}{\varepsilon_a-\varepsilon_i}\Big]t_{yi}=-f_{xi}, \tag{5}
\]
and the energy is \(E_2=2\sum_{xi}f_{ix}t_{xi}\).

Neglecting \(f_{ax}\) forces \(t_{ai}=0\). The uncoupled energy is therefore the minimum of \(Q\) over arrays without virtual components. The coupled energy is the minimum over all arrays, and it cannot be higher.

The gain has a closed form. For one \(i\), let \(M=F_{xx}-\varepsilon_i\) be the CABS block, \(K\) the matrix \(f_{ax}\), \(d\) the diagonal matrix of \(\varepsilon_a-\varepsilon_i\), and \(c\) the column \(f_{xi}\). The uncoupled amplitudes \(u\) obey \(Mu=-c\). Write the CABS part of \(\kappa\) as \(u+\xi\) and the virtual part as \(\alpha\). The terms linear in \(\xi\) alone, \(4c^T\xi+4u^TM\xi\), cancel, and
\[
Q_i=2c^Tu+2\xi^TM\xi+4\alpha^TK\xi+2\alpha^Td\alpha+4\alpha^Tg,\qquad g=Ku .
\]
Minimizing over \(\xi\) gives \(\xi=-M^{-1}K^T\alpha\) and leaves
\[
Q_i=2c^Tu+2\alpha^TS\alpha+4\alpha^Tg,\qquad S=d-KM^{-1}K^T .
\]
The matrix \(S\) is positive definite, since \(2\alpha^TS\alpha\) is the smallest value of a positive definite form at given \(\alpha\). The minimum lies at \(\alpha=-S^{-1}g\), and the coupling contributes
\[
-2\,g^TS^{-1}g\le0 \tag{6}
\]
for each occupied orbital.

**Part 4.** Choose the mixing \(\kappa=s\,t\) with a small positive number \(s\). Equation (3), with the mean-field response included, gives
\[
\Delta E=4s\,f\cdot t+O(s^2)=2sE_2+O(s^2).
\]
By part 2 this is negative for sufficiently small \(s\). A determinant in the united space therefore lies below \(E_{\rm HF}\), and the minimum over all such determinants is at least as low. ∎

## Remark 1: the same result from perturbation theory

Take as zeroth-order Hamiltonian the Fock operator without its blocks between occupied orbitals and the orbitals \(A\). The Hartree-Fock determinant is an eigenfunction of it. The full Hamiltonian couples this determinant to the one in which an electron of given spin moves from \(i\) to \(A\), with matrix element \(f_{Ai}\). The first-order equation projected on these single excitations is
\[
\sum_Bf_{AB}t_{Bi}-\varepsilon_it_{Ai}=-f_{Ai},
\]
which is \(\Delta t=-f\). The second-order energy from singles is \(\sum f_{iA}t_{Ai}\) for each spin, hence \(2f\cdot t\) in total. Double excitations enter separately and describe correlation.

## Remark 2: where the sign can fail

The assumption concerns the whole block \(F_{vv}\). It is not enough that \(\varepsilon_a-\varepsilon_i\) and \(f_{xx}-\varepsilon_i\) are positive. A model with one orbital of each kind shows this; its numbers are chosen for the purpose and describe no particular molecule. Take \(\varepsilon_i=-15\), \(\varepsilon_a=5\), \(f_{xx}=60\), \(f_{ix}=2\) and \(f_{ax}=20\), all in eV. The bracket in equation (5) is
\[
75-\frac{20^2}{20}=55\ \text{eV},
\]
so \(t_x=-2/55=-0.0364\). Equation (4) gives \(t_a=+0.0364\), and
\[
E_2=2\times2\times(-2/55)=-0.1455\ \text{eV}.
\]
Without coupling the result is \(-2\times2^2/75=-0.1067\) eV. Diagonalizing the three-level matrix numerically lowers the doubly occupied level by \(0.1451\) eV in total, close to the second-order value.

Now raise \(f_{ax}\) to 40 eV. The bracket becomes \(75-40^2/20=-5\) eV, and \(E_2=-2\times2^2/(-5)=+1.6\) eV, although both separate denominators are still positive. The lower eigenvalue of the virtual-CABS block is now \(-16.0\) eV, below the occupied level. The stationary point of \(Q\) is then a saddle, and \(E_2\) no longer describes a relaxation.

Part 4 survives such a failure. The choice \(\kappa=-s f\) gives the slope \(-4f\cdot f<0\) without any assumption about \(F_{vv}\).

## Remark 3: the missing mean-field response

If the response term in equation (3) is kept, its variation is \(4\sum_{Ai}d\kappa_{Ai}\,G[\delta_1]_{Ai}\), and the stationary condition becomes
\[
(\Delta\kappa)_{Ai}+G[\delta_1]_{Ai}=-f_{Ai}. \tag{7}
\]
Multiply by \(2\kappa_{Ai}\), sum, and use \(\mathrm{Tr}\,\delta_1G[\delta_1]=2\sum_{Ai}\kappa_{Ai}G[\delta_1]_{Ai}\). The quadratic terms of equation (3) then add up to \(-2f\cdot\kappa\), and the energy is
\[
E_{\rm N}=2f\cdot\kappa .
\]
This is one Newton step for the Hartree-Fock energy. Both \(E_2\) and \(E_{\rm N}\) are quadratic in \(f\), so making \(f_{ix}\) small shrinks both energies and their difference at the same rate, and does not by itself bring the ratio \(E_2/E_{\rm N}\) to one.

## Worked example: hydrogen fluoride

The bond length is set to 0.92 angstrom. The orbital basis is cc-pVDZ with 19 functions. The 69 functions of aug-cc-pVTZ serve as auxiliary set, and with a threshold of \(10^{-6}\) for the overlap eigenvalues all 69 CABS orbitals are kept. The smallest eigenvalue, \(1.8\times10^{-6}\), lies only just above the threshold. Restricted Hartree-Fock calculations give \(-2721.6635\) eV in the orbital basis and \(-2722.8624\) eV in the united space. The true change is \(-1.1989\) eV.

The highest occupied level is \(-17.10\) eV. The lowest virtual level is \(4.99\) eV in cc-pVDZ, and the lowest eigenvalue of \(F_{vv}\) is \(0.82\) eV. Enlarging a symmetric matrix cannot raise its lowest eigenvalue, so the value for \(F_{vv}\) cannot lie above the cc-pVDZ one. The smallest denominator is \(0.82+17.10=17.92\) eV, and the assumption of the theorem holds.

Solving \(\Delta t=-f\) gives these contributions to \(E_2\):

| Occupied orbital | Level (eV) | Contribution (eV) |
|---|---|---|
| 1 | −715.07 | −0.0248 |
| 2 | −43.06 | −0.1031 |
| 3 | −20.30 | −0.2625 |
| 4 and 5, each | −17.10 | −0.3444 |

Their sum before rounding is \(E_2=-1.0791\) eV, or \(-0.03966\) hartree. The digits belong to this CABS only. A threshold of \(10^{-5}\) drops one orbital and gives \(-1.0585\) eV. The auxiliary sets cc-pVTZ, cc-pVQZ and aug-cc-pVQZ give \(-1.021\), \(-1.208\) and \(-1.163\) eV, with the contribution of orbital 1 ranging from \(-0.006\) to \(-0.060\) eV. All further values refer to the 69-orbital CABS. Without \(f_{ax}\) the result is \(-1.058\) eV, so the coupling contributes \(-0.021\) eV by equation (6), about 2% of \(E_2\). The square root of the summed squared amplitudes is 0.076 for the CABS and 0.014 for the virtual orbitals.

\(E_2\) recovers 90% of the true change, and \(E_{\rm HF}+E_2\) lies \(0.120\) eV above the united-space energy. The response term evaluated at \(t\) is \(-0.0995\) eV. Adding it gives
\[
-1.0791-0.0995=-1.1786\ \text{eV}.
\]
The determinant built from the orbitals mixed with \(t\) has an energy change of \(-1.1734\) eV; the difference of \(0.005\) eV comes from higher orders in \(t\). This determinant does give an upper bound to the united-space energy.

Solving equation (7) iteratively yields \(E_{\rm N}=-1.2082\) eV, which is 100.8% of the true change. It overshoots by \(0.009\) eV, so a second-order estimate can fall below the united-space minimum.

The leading-order difference between \(E_2\) and \(E_{\rm N}\) appears when \(f_{ix}\) is made small in a controlled way. Let \(\phi_3\) be the third occupied orbital of the united-space solution. Let \(\chi\) be the lowest cc-pVDZ virtual orbital, made orthogonal to all occupied orbitals of that solution and normalized. Remove the single direction \(\cos\theta\,\chi+\sin\theta\,\phi_3\) from the united space, converge Hartree-Fock in the remainder, and use the removed direction as the CABS. At \(\theta=0\) nothing is lost, because the remainder still contains every occupied orbital.

| \(\theta\) (rad) | True change (eV) | \(E_2\)/true | \(E_{\rm N}\)/true |
|---|---|---|---|
| 0.010 | \(-3.363\times10^{-3}\) | 0.673 | 1.0011 |
| 0.001 | \(-3.366\times10^{-5}\) | 0.674 | 1.0001 |

The true change falls by a factor of 100 when \(\theta\) falls by 10, as a second-order energy should. The Newton ratio approaches one, while \(E_2\) stays at 67% of the change. In this family the neglected response is a leading-order effect. The 90% found for the cc-pVDZ basis is therefore a result for that molecule and those basis sets; with cc-pVTZ or cc-pVQZ as auxiliary set it becomes 93% or 92%, and the theorem does not guarantee it elsewhere.
